Tunnelling Current When a Tip Moves 0.1 nm Closer

**Problem**

A metal tip stands above a flat metal surface in vacuum. Electrons at the Fermi level meet a rectangular barrier whose top lies φ = 4.5 eV above their own energy. The bias is small and held fixed, and the feedback loop that would normally correct the tip height is switched off. Show that moving the tip closer by δ = 0.1 nm increases the current by a factor of about 8.8. State what has to be true for the result to hold.

**A tempting solution**

Inside the barrier the electron energy lies below the potential energy by φ. The Schrödinger equation there reads

ψ'' = κ²ψ, with κ = √(2mφ)/ħ.

The wave therefore dies away as exp(−κx), and after a gap of width d it has shrunk by exp(−κd). The current is carried by what is left of the wave, so

I(d − δ)/I(d) = exp[−κ(d − δ)]/exp(−κd) = exp(κδ).

With energies in eV and lengths in nm, 2m/ħ² = 26.247 eV⁻¹ nm⁻², and

κ = √(26.247 × 4.5) nm⁻¹ = 10.868 nm⁻¹.

Then κδ = 1.087, and the current should grow by exp(1.087) ≈ 2.96, about a factor of three.

**Where it fails**

The decay constant is right, and so is the statement that the wave at the far side is smaller by roughly exp(−κd). The fault lies in the step from wave to current. A plane wave t exp(ikx) carries the probability flux

j = (ħ/m) Im(ψ* ψ') = (ħk/m) |t|².

The flux goes with the square of the amplitude. If the transmitted amplitude varies as exp(−κd), the current varies as exp(−2κd), and the exponent in the ratio must be doubled.

The missing 2 also spoils the reverse calculation, in which a barrier height is deduced from a measured current. The true slope of ln I against d has magnitude 2κ. Someone who takes it for κ obtains a decay constant twice too large and, since φ is proportional to κ², a barrier four times too high: 18 eV instead of 4.5 eV.

Doubling the exponent repairs the answer, but it leaves two things on trust: that the transmitted amplitude really follows exp(−κd), although the barrier also contains a growing exponential, and that the factors in front do not depend on the gap. Both follow from solving the barrier problem in full.

**The right solution**

*Waves and matching.* Let the barrier occupy 0 < x < d. Count the kinetic energy E of the electron in the electrodes from the bottom of the conduction band, taken equal on both sides, and use the free-electron mass everywhere. The barrier top then lies at E + φ from the band bottom. This convention matters: if 4.5 eV were the height above the band bottom, an electron with E = 7 eV would pass over the barrier instead of tunnelling.

With k = √(2mE)/ħ, the wave outside the barrier is

ψ = exp(ikx) + r exp(−ikx) for x < 0,

ψ = t exp[ik(x − d)] for x > d.

Counting the phase of the transmitted wave from x = d does not affect |t|. At x = d the transmitted wave has ψ = t and ψ' = ikt. The solution of ψ'' = κ²ψ inside the barrier with these values at x = d is

ψ = t {cosh[κ(x − d)] + (ik/κ) sinh[κ(x − d)]}.

At x = 0, since cosh is even and sinh is odd, this gives

ψ(0) = t [cosh κd − (ik/κ) sinh κd],

ψ'(0) = t [−κ sinh κd + ik cosh κd].

The wave on the left must have the same value and slope at x = 0:

1 + r = ψ(0), ik(1 − r) = ψ'(0).

Divide the second equation by ik and add it to the first. The reflected amplitude r drops out:

2 = ψ(0) + ψ'(0)/(ik).

Because −κ/(ik) = iκ/k, the last term equals t [cosh κd + (iκ/k) sinh κd]. Hence

2 = t [2 cosh κd + i(κ/k − k/κ) sinh κd].

*Transmission.* The incident flux is ħk/m and the transmitted flux is (ħk/m)|t|², so the transmission probability is T = |t|². Dividing the last equation by 2t and taking the squared modulus gives

1/T = cosh² κd + ¼(κ/k − k/κ)² sinh² κd.

Replace cosh² by 1 + sinh², and use

1 + ¼(κ/k − k/κ)² = ¼(κ/k + k/κ)²,

which holds because the two squares differ by 4. The result is

T = 1/[1 + C sinh² κd],

C = (k² + κ²)²/(4k²κ²) = (E + φ)²/(4Eφ).

The second form of C follows because k² and κ² are E and φ multiplied by the same constant 2m/ħ².

*Opaque barrier.* Write sinh² κd = ¼[exp(2κd) − 2 + exp(−2κd)]. Then

1/T = (C/4) exp(2κd) {1 + (4/C − 2) exp(−2κd) + exp(−4κd)}.

When exp(−2κd) is very small, the curly bracket is close to 1 and

T ≈ (4/C) exp(−2κd) = [16Eφ/(E + φ)²] exp(−2κd).

The gap width now appears in the exponential alone.

*Current.* Treat the junction as a single channel, that is, one path with two spin directions. States in the interval dk contribute 2e v T dk/(2π), where v is the electron speed, and v dk = dE/ħ. At low temperature the electrons that contribute lie in an energy window of width eV below the Fermi level of the emitting electrode, so

I = (2e/h) ∫ T dE ≈ (2e²/h) T V.

The last step takes T as constant over the window. Since κ falls as −κ/(2φ) per unit of energy, ln T rises roughly as κd/φ; the slower change of the prefactor is neglected here. The step is therefore justified when eV is small compared with φ/(κd), which is 0.69 eV for a gap of 0.6 nm.

*Ratio.* At fixed bias, the factors 2e²/h, V and 16Eφ/(E + φ)² are the same before and after the move. They cancel:

I(d − δ)/I(d) = exp[−2κ(d − δ) + 2κd] = exp(2κδ).

The exponent is 2 × 10.868 × 0.1 = 2.1736, and

**I(d − δ)/I(d) = exp(2.1736) = 8.79 ≈ 8.8.**

In this limit the result depends neither on the starting gap nor on the Fermi energy.

**Numbers for a definite junction**

Take a Fermi energy of 7 eV, a bias of 0.1 V, and a gap that goes from 0.6 nm to 0.5 nm. The prefactor is

16 × 7 × 4.5/(11.5)² = 3.811.

The exponential exp(−2κd) is 2.169 × 10⁻⁶ before the move and 1.906 × 10⁻⁵ after it. The transmissions are therefore about 8.26 × 10⁻⁶ and 7.26 × 10⁻⁵. With 2e²/h = 77.48 μS, the current before the move is

I = 77.48 μS × 8.264 × 10⁻⁶ × 0.1 V = 64.0 pA,

and after it 562.8 pA.

The transmission was also computed without the matching formula, by integrating the Schrödinger equation numerically from the transmitted wave back through the barrier. The ratio of the two transmissions came out as 8.789. The opaque limit is this good because the first correction in the curly bracket, (3.811 − 2) × 1.906 × 10⁻⁵ at the smaller gap, is about 3 × 10⁻⁵.

**What the factor means for the tip**

The distance over which the current changes tenfold follows from 2κ Δd = ln 10:

Δd = ln 10/(2κ) = 0.106 nm.

A displacement smaller than an atomic diameter thus changes the current by an order of magnitude. An approach of 0.01 nm already multiplies it by 1.243. At a fixed small bias and without feedback, a tip that stands 0.01 nm too close therefore draws about 24 % more current than intended, and one that stands 0.01 nm too far away draws about 20 % less, since 1/1.243 = 0.80.

The same relation turns the current into a probe of the barrier. From |d ln I/dd| = 2κ and κ² = 2mφ/ħ²,

φ = (ħ²/8m)(d ln I/dd)².

Applied to the numerically computed transmission around 0.6 nm, this formula returns 4.500 eV, the height that was put in. It does so because the model has a single channel and an opaque barrier that keeps its height and shape while the gap changes. Otherwise the formula gives only an apparent height: the factor of 6.2 found below with image forces would be read as (ln 6.2)²/(4 × 26.247 × 0.1²) ≈ 3.2 eV, although the barrier without those forces is 4.5 eV high.

The factor depends on the barrier height through a square root in the exponent. A barrier of 4.0 eV gives 7.76 and one of 5.0 eV gives 9.89, so an uncertainty of 0.5 eV in φ shifts the factor by about 12 %. The second decimal of 8.79 belongs to the arithmetic of the model and not to any real surface.

**Close to contact**

The exponential law cannot continue down to zero gap: there it would give T = 3.811, and T cannot exceed 1. For a move from 0.2 nm to 0.1 nm, the full expression for T gives a factor of 7.38 instead of 8.79, a reduction of 16 %. The terms dropped from the curly bracket now count: exp(−2κd) is 0.114 at 0.1 nm and 0.013 at 0.2 nm, so the bracket equals 1.219 at the smaller gap and 1.024 at the larger one, and the factor becomes 8.79 × 1.024/1.219 ≈ 7.38. At such distances the picture of two separate electrodes with a rectangular barrier between them is itself doubtful, so 7.38 shows where the approximation fails and does not predict a contact current.

**What the model leaves out**

Each effect below was added alone, for the same move from 0.6 nm to 0.5 nm. Percentages are relative to 8.79.

*Finite bias.* A bias tilts the barrier. An electron at the emitter's Fermi level meets an average height φ − eV/2, while one at the lower edge of the window meets φ + eV/2. At 0.1 V the integral over the window gives a factor of 8.787, practically unchanged. At 2 V, held fixed during the move, it gives 7.94, a reduction of about 10 %. The electrons near the top of the window tunnel most easily and dominate the current, and their average barrier is lower than 4.5 eV.

*Many transverse directions.* Between two flat facing electrodes, electrons also arrive at an angle. For a transverse wavenumber q at the same total energy, less energy is left for motion across the gap, and the decay constant becomes

√(κ² + q²) ≈ κ + q²/(2κ).

Summing the exponential over all transverse wavenumbers per unit area, with the slowly varying prefactor held constant, gives

∫ exp(−2κd − q²d/κ) 2πq dq/(4π²) = [κ/(4πd)] exp(−2κd).

The extra 1/d multiplies the ratio by d/(d − δ) = 0.6/0.5 = 1.2, which leads to about 10.5. The full numerical sum gives 10.6, an increase of 21 %. The size of this correction belongs to two flat electrodes. A tip that ends in one atom also exchanges electrons of many transverse wavenumbers with a flat surface, so the single-channel result is an idealisation there too, and how far a given tip departs from it depends on its shape.

*Image forces.* An electron in the gap is attracted by the charges it induces in both metals. For two ideal plates, the images of opposite sign lie at distances 2(x + nd) and 2(d − x + nd), and those of equal sign lie in pairs at 2(n + 1)d, with n = 0, 1, 2, … Induced charges contribute half the energy of fixed ones, so

U(x) = −[e²/(16πε₀)] Σ {1/(x + nd) + 1/(d − x + nd) − 2/[(n + 1)d]}.

In the middle of the gap the sum equals (4/d)(1 − 1/2 + 1/3 − …) = 4 ln 2/d, so the barrier there is lowered by e² ln 2/(4πε₀d). It drops from 4.5 eV to 2.84 eV at the larger gap and to 2.50 eV at the smaller one.

With this potential, cut off at the band bottom because it diverges at the plates, the numerical solution gives a current factor of 6.2, a reduction of 29 %. The value assumes that the image planes lie exactly at the edges of the barrier; placing them up to 0.1 nm behind the edges raises it to as much as 6.9. This is the largest change in the list, and its sign is not obvious. A rectangular barrier of full width with the mid-gap heights has the exponents

2 × √(26.247 × 2.8365) × 0.6 = 10.354,

2 × √(26.247 × 2.5038) × 0.5 = 8.107,

and the exponentials alone would give exp(2.247) ≈ 9.5. The prefactor 16Eφ/(E + φ)² now changes too, from 3.28 to 3.10, and lowers this to about 8.9, still slightly more than 8.79. The lowering at mid-gap alone therefore does not account for the reduction; the numerical solution also includes the lowering towards the plates, where the potential falls below the electron energy and the barrier becomes narrower than the gap.

The absolute current is affected far more than the ratio. The transmission at 0.6 nm rises from 8.3 × 10⁻⁶ to 1.9 × 10⁻³, a factor of about 230. The rectangular model is thus a poor guide to the current at a stated gap, even where it gives a fair idea of how the current changes.

*Temperature.* Thermal smearing of the electron energies at 300 K changes the factor to 8.783, which is less than 0.1 %.

**Beside a real junction**

The example is set in the regime in which a scanning tunnelling microscope images a metal surface. A barrier of 4.5 eV, a Fermi energy of 7 eV and currents from tens to hundreds of picoamperes are rough typical values. The gap that belongs to such a current is less certain. The rectangular barrier gives 64 pA at 0.6 nm, but with ideal image forces the same gap and bias would give 77.48 μS × 1.89 × 10⁻³ × 0.1 V ≈ 15 nA, so that a current of tens of picoamperes would need a wider gap. The field, 0.1 V/0.6 nm = 1.67 MV/cm, rises to 2.00 MV/cm after the move. For clean metals, the rough working rule is one order of magnitude in current per 0.1 nm, which agrees with the model to the accuracy of such a rule. Of the simplifications examined above, the rectangular shape costs most: for the move from 0.6 nm to 0.5 nm, ideal image forces bring the factor down to 6.2, while flat electrodes would raise it to 10.6. The two were computed separately, so these numbers do not form strict limits. Both corrections shrink as the gap widens: at about 0.9 nm, where the barrier with image forces passes tens of picoamperes, image forces give a factor of about 7.1 and flat electrodes about 10.0. Forces that displace the tip and surface atoms, the orbitals of the last tip atom and the atomic structure of the surface are outside the model, and their effect was not estimated. Lithography that removes hydrogen from a silicon surface works at several volts. There the small-bias formula no longer applies, and the semiconductor's band gap and band bending must be considered as well.

The value 8.8 is therefore the answer for one channel, a fixed small bias, a rectangular barrier whose height does not change with the gap, and gaps at which exp(−2κd) is very small. The computed values are collected in the numerical output below.

Numbers as computed

```
barrier height above electron energy: 4.5 eV
Fermi energy in electrodes: 7.0 eV
tip displacement: 0.1 nm
gap before and after: 0.6 nm, 0.5 nm
bias: 0.1 V
2m/hbar^2: 26.247 1/(eV nm^2)
decay constant kappa: 10.868 1/nm
exponent 2*kappa*delta: 2.1736 (no unit)
current factor exp(2*kappa*delta): 8.790 (no unit)
opaque-limit prefactor: 3.811 (no unit)
exp(-2*kappa*gap) before: 2.169e-06 (no unit)
exp(-2*kappa*gap) after: 1.906e-05 (no unit)
numerical T before: 8.264e-06 (no unit)
numerical T after: 7.264e-05 (no unit)
numerical T ratio: 8.789 (no unit)
conductance quantum 2e^2/h: 77.48 uS
small-bias current G0*T*V before: 64.0 pA
small-bias current G0*T*V after: 562.8 pA
energy-integrated current before: 64.1 pA
energy-integrated current after: 563.1 pA
field in gap before: 1.67 MV/cm
field in gap after: 2.00 MV/cm
distance per decade of current: 0.1059 nm
barrier recovered from slope: 4.500 eV
factor for 0.01 nm approach: 1.243 (no unit)
factor for 0.2 to 0.1 nm, full T: 7.38 (no unit)
factor for 0.6 to 0.5 nm with one neglected effect, and its change:
  bias 0.1 V: 8.787 (no unit), -0.03 %
  bias 2.0 V: 7.936 (no unit), -9.72 %
  flat electrodes: 10.618 (no unit), +20.80 %
  image forces: 6.232 (no unit), -29.10 %
  temperature 300 K: 8.783 (no unit), -0.07 %
gap ratio before/after: 1.20 (no unit)
image-lowered mid-gap barrier before: 2.84 eV
image-lowered mid-gap barrier after: 2.50 eV
T with image forces before: 1.89e-03 (no unit)
T with image forces after: 1.18e-02 (no unit)
factor for barrier 4.0 eV: 7.76 (no unit)
factor for barrier 5.0 eV: 9.89 (no unit)
```
